Magnetic dipole decay between hyperfine levels of a hydrogenlike ion

A bismuth nucleus with a single bound electron, the ion 209Bi82+, has two ground levels instead of one. The nucleus has spin 9/2 and a magnetic moment, and the energy of the 1s electron depends on how its angular momentum is oriented relative to that moment. An ion left in the upper level can reach the lower one by emitting a photon. Both levels belong to the same electronic state and have the same parity, so an electric dipole transition is excluded and, apart from a negligible contribution of the nuclear quadrupole moment, the magnetic moments do the radiating. How long the ion waits depends on the photon frequency and on the size of the moment that turns over, and in so heavy an ion relativity changes both: it raises the frequency and reduces the moment.

Let I be the nuclear spin, J the electron's total angular momentum with j = 1/2, and F = I + J, all in units of ħ. The nuclear moment is μ = g_I μ_N I, where μ_N = e/(2M_p) is the nuclear magneton and M_p the proton mass. For positive g_I the upper level has F = I + 1/2 and the lower F = I − 1/2. I use ħ = c = ε₀ = 1, so that e² = 4πα; the electron has charge −e and mass m. The nucleus is at rest, the ion is isolated, and radiative corrections and hyperfine mixing with other electronic states are left out.

In the Dirac Hamiltonian the momentum p becomes p + eA, so the electron couples to the radiation through e α·A, where α is the vector of Dirac matrices; the same letter standing as a plain numerical factor, as in e² = 4πα or αZ, is the fine-structure constant. The nucleus couples through −μ·B with B = ∇×A. In a box of volume V, the part of A that creates a photon with wave vector k, frequency ω = |k| and polarization ε is

ε* exp(−ik·r)/√(2ωV).

Its curl at the nucleus is −i k×ε*/√(2ωV). The emission amplitude is therefore e T/√(2ωV), with

T = ⟨f| α·ε* exp(−ik·r) + i (g_I/2M_p)(k×ε*)·I |i⟩.

The golden rule multiplies the squared amplitude by 2π and by the number of modes per unit energy, Vω² dΩ/(2π)³:

A = 2π (e²/2ωV) [Vω²/(2π)³] ∫dΩ Σ_ε |T|²
  = (αω/2π) ∫dΩ Σ_ε |T|².

The symbol A without a vector operation denotes the decay rate from here on.

The electron's orbit is much smaller than the wavelength, so the exponential can be expanded as 1 − ik·r + … . The leading term needs the matrix element of α within the 1s state. This vanishes, because α joins upper and lower components whose orbital parities are opposite. The quadratic term vanishes for the same reason, since two factors of r do not alter the parity. The linear term survives, and I split it into antisymmetric and symmetric parts:

(k·r)(α·ε*) = ½[(k·r)(α·ε*) − (k·α)(r·ε*)]
      + ½[(k·r)(α·ε*) + (k·α)(r·ε*)].

The first bracket is (k×ε*)·(r×α). The second contains a trace proportional to k·ε*, which is zero for a transverse photon, and a traceless tensor of rank two. An operator of rank two cannot connect j = 1/2 to j = 1/2, because two angular momenta of 1/2 add up to at most 1. The electronic part of T is thus

T_e = −(i/2)(k×ε*)·⟨r×α⟩.

The operator r×α also fixes the response to a static magnetic field. For uniform B one may take A = ½B×r, and then

e α·A = (e/2) α·(B×r) = (e/2) B·(r×α).

The bound g factor is defined by writing this energy as g_j μ_B J·B, with the Bohr magneton μ_B = e/(2m). Comparison gives, within the 1s doublet,

⟨r×α⟩ = (g_j/m) J.

This is why the bound g factor, and not the free-electron value, enters the decay rate.

To evaluate it, write the 1s spinor, with n = r/r and a two-component spin state χ, as

ψ = [1/(r√4π)] (Gχ, −iF σ·n χ),  ∫(G² + F²)dr = 1.

The letter F now has two uses: in the spinor, the radial equations and the radial integrals it is this radial function, while together with I, J or M, or as the label of a level, it is the total angular momentum. The two cross terms between upper and lower components give

4πr² ψ†α_kψ = −iGF χ†[σ_k, σ·n]χ = 2GF χ†(n×σ)_kχ.

The commutator supplies 2i(n×σ)_k, which accounts for the factor 2 and its sign. Next, n×(n×σ) = n(n·σ) − σ, and averaging over directions replaces n_a n_b by δ_ab/3, leaving −2σ/3. Since σ = 2J,

⟨r×α⟩ = −(8/3) J ∫rGF dr,
g_j = −(8/3) m ∫rGF dr.

The radial functions obey

G′ = G/r + (E + m − V)F,
F′ = −F/r − (E − m − V)G,

where V is now the potential energy. From these equations,

(rG²)′ = 3G² + 2r(E + m − V)GF,
(rF²)′ = −F² − 2r(E − m − V)GF.

Add them and integrate from zero to infinity. The left side vanishes at both ends, and E and V cancel on the right:

0 = 3∫G²dr − ∫F²dr + 4m∫rGF dr.

If w = ∫F²dr is the weight of the small component, then ∫G²dr = 1 − w and m∫rGF dr = −(3 − 4w)/4. Hence

g_j = 2 − (8w/3).

This holds for the 1s state in any central potential for which the end terms vanish. The reduction below 2 measures the weight of the small component.

For a point nucleus, V = −αZ/r. Put γ = √(1 − (αZ)²), λ = αZm and η = (1 − γ)/(αZ), and try

G = N r^γ exp(−λr),  F = −ηG,  E = γm.

In the first radial equation the 1/r terms require γ = 1 − ηαZ, and the constant terms require λ = η(1 + γ)m. In the second they require η(1 + γ) = αZ and ηλ = (1 − γ)m. All four follow from (1 − γ)(1 + γ) = (αZ)². Moreover η² = (1 − γ)/(1 + γ), so

w = η²/(1 + η²) = (1 − γ)/2,
g_j = (2/3)(1 + 2γ).

For small αZ this becomes 2 − (2/3)(αZ)², and the free Dirac value 2 is recovered as the binding is weakened.

The nuclear term can now be joined to the electronic one:

T = −(i/2)(k×ε*)·⟨f| g_j J/m − g_I I/M_p |i⟩.

The total F = I + J has no matrix elements between levels of different F, so between them I may be replaced by −J. The minus sign in the bracket becomes a plus:

T = −(i g_t/2m)(k×ε*)·⟨f|J|i⟩,
g_t = g_j + g_I m/M_p.

The two vectors k×ε* for the two polarizations are perpendicular to k and to each other, and each has length ω. For v = ⟨f|J|i⟩ the polarization sum is therefore ω²(|v|² − |v·k/ω|²). Integration over directions removes one third of |v|² and gives (8π/3)ω²|v|². Thus

A = (αω/2π)(g_t²/4m²)(8πω²/3) S = (α/3)(ω³/m²) g_t² S,

where S is the sum of |⟨f|J|i⟩|² over the final magnetic substates. The three powers of ω have distinct origins: the mode density gives ω², the normalization of the field gives 1/ω, and the squared magnetic amplitude gives ω².

To find S, start from the state F = I + 1/2 with magnetic quantum number M. The sum of |⟨f|J|i⟩|² over all states of the hyperfine doublet is j(j + 1) = 3/4. Part of it belongs to final states with the same F. Within one level, J is proportional to the total angular momentum, with coefficient ⟨J·F⟩/[F(F + 1)], so this part equals ⟨J·F⟩²/[F(F + 1)]. Squaring I = F − J gives

⟨J·F⟩ = ½[F(F + 1) + 3/4 − I(I + 1)] = ½(I + 3/2),

and F(F + 1) = (I + 1/2)(I + 3/2). Subtraction yields

S = 3/4 − (I + 3/2)/[4(I + 1/2)]
 = [3I + 3/2 − I − 3/2]/[4(I + 1/2)]
 = I/(2I + 1).

M has dropped out, so all upper sublevels decay at the same rate. With ħ and c restored,

A = (α/3) ω (ħω/mc²)² [I/(2I + 1)] (g_j + g_I m/M_p)².

For given I, the rate is set by ω³ and, apart from the small nuclear term, by the square of the bound g factor.

If g_I is negative, the level order is reversed and F = I − 1/2 is the upper level. The total strength summed over both sets of sublevels is the same in either direction. It equals (2I + 2)I/(2I + 1), and the upper level now has 2I sublevels, so S becomes (I + 1)/(2I + 1). The rest of the formula is unchanged, with the negative g_I inserted in g_t.

The frequency must come from the hyperfine interaction itself. A point dipole at the origin has the vector potential μ×r/(4πr³), so

e α·A = (e/4π) μ·(r×α)/r³.

The angular integral is the one already done, with an additional radial factor 1/r³. Define X = ∫GF/r² dr. Using μ = g_I e I/(2M_p) and e²/4π = α, the interaction within the 1s state is

H_hfs = −(4/3) α (g_I/M_p) X I·J.

Because G and F have opposite signs, X is negative and the coefficient is positive for positive g_I. For F = I + 1/2, I·J = ⟨J·F⟩ − 3/4 = I/2. For F = I − 1/2, the same formula gives ⟨J·F⟩ = ½(1/2 − I) and I·J = −(I + 1)/2. The difference is I + 1/2, hence

ΔE = −(4/3) α (g_I/M_p)(I + 1/2) X.

For the point nucleus, ∫G²dr = (1 + γ)/2 and η(1 + γ)/2 = αZ/2. The average of 1/r² with the normalized weight r^(2γ) exp(−2λr) is (2λ)²/[2γ(2γ − 1)]. Therefore

X = −(αZ/2)(2λ)²/[2γ(2γ − 1)] = −(αZ)³m²/[γ(2γ − 1)],

ΔE = (4/3) α(αZ)³ g_I (m/M_p)(I + 1/2) mc²/[γ(2γ − 1)].

At small αZ the last denominator tends to 1. For fixed g_I and I the splitting then grows as Z³ and the decay rate as Z⁹. At larger αZ the relativistic factor adds to this growth. The point-dipole formula fails when γ falls to 1/2: near the origin the integrand of X behaves as r^(2γ−2), which is then no longer integrable. A nucleus of finite size removes this divergence.

For 209Bi82+ take Z = 83, I = 9/2 and, as rough nuclear inputs, a moment of 4.1 nuclear magnetons and a root-mean-square charge radius of 5.5 fm. Then g_I = 4.1/4.5 = 0.911 and g_I m/M_p = 4.962×10⁻⁴. The coupling is αZ = 0.6057, which gives γ = 0.7957 and a relativistic factor 1/[γ(2γ − 1)] = 2.125. With mc² = 510999 eV, the point-nucleus splitting is

ΔE = (4/3)(0.0072974)(0.60568)³(4.962×10⁻⁴)(5)(2.125)(510999 eV)
  = 5.82 eV.

This is too large, because the factor 1/r² in X gives extra weight to the region near and inside the nucleus, where the point model is poorest. I replace the nuclear charge by a uniform sphere of radius R = √(5/3) × 5.5 fm = 7.10 fm, since the mean square radius of such a sphere is 3R²/5. Inside it,

V(r) = −(αZ/2R)(3 − r²/R²).

The radial equations were integrated numerically outward from near the centre and inward from large r, and E was varied until the ratios F/G agreed where the two solutions meet. Inside the sphere the potential is finite, so G starts as r and F as r². The integrand of X then vanishes at the centre instead of growing as r^(2γ−2). With the dipole still treated as a point, the splitting falls to 5.18 eV, which is 11 per cent below the point-nucleus value.

The magnetization is also spread out. For a uniformly magnetized sphere the vector potential outside is that of a dipole, and inside it is

A(r) = μ×r/(4πR³).

The two expressions agree at r = R. The inner field is uniform, μ/(2πR³), and its component tangential to the surface is −μ sin θ/(2πR³) at polar angle θ. The outer one is μ sin θ/(4πR³). Their difference, 3μ sin θ/(4πR³), is the surface current of a sphere with magnetization 3μ/(4πR³), as required. In X, the factor 1/r² is therefore replaced by r/R³ for r < R. This weight is smaller everywhere inside, and the splitting falls by a further 2.1 per cent, to

ΔE = 5.07 eV, or a wavelength of 245 nm.

The angular frequency is ω = 7.702×10¹⁵ rad/s, and ħω/mc² = 9.921×10⁻⁶. The uniformly magnetized sphere is only one simple choice, and the moment of 209Bi is largely orbital. If the same moment is carried instead by currents circulating on spherical shells, weighted uniformly through the volume, the inner factor becomes (r/R³)[1 + 3 ln(R/r)], the reduction is 1.3 per cent, and ΔE = 5.11 eV. The third digit of the splitting thus depends on the assumed magnetization, and the lifetime found below would change from 0.40 to 0.39 ms.

The g factor hardly notices the nuclear size. It is 1.7276 for the point nucleus and 1.7281 for the charged sphere. The relation g_j = 2 − 8w/3 shows what this means: the weight w of the small component, about 0.102, changes by only about 0.0002. The integral for g_j contains rGF and collects its value across the whole orbit, whereas X contains GF/r² and favours the region near the nucleus.

With S = 4.5/10 = 0.45 and g_t = 1.7281 + 0.0005 = 1.7286, the rate is

A = (0.0072974/3)(7.702×10¹⁵ s⁻¹)(9.921×10⁻⁶)²(0.45)(1.7286)²
 = 2.48×10³ s⁻¹.

The F = 4 level is the only one below F = 5, so, with two-photon emission neglected, the lifetime is

τ = 1/A = 0.40 ms.

The separate ingredients can be read from what happens when one of them is changed. Setting g_j = 2 at the same frequency shortens the lifetime to 0.30 ms; the relativistic reduction of the moment thus lengthens it by about one third. A point nucleus would give 0.27 ms, and a charged sphere with a point dipole 0.38 ms. These last two differences come almost entirely from the cube of the splitting. Omitting the nuclear moment from the radiating operator changes the lifetime by less than 0.1 per cent, although that same moment is indispensable for producing the splitting.

The cube also governs the uncertainty. Raising the nuclear moment by 1 per cent raises ω by 1 per cent and lowers the calculated lifetime by 3 per cent. The rough moment, the assumed magnetization and the omitted radiative corrections to ω and g_j therefore limit the result to about 0.4 ms, without a claim to the next digit. If ω is instead taken from a measurement, most of the nuclear uncertainty disappears from the rate. A measured lifetime then determines g_t through τω³ ∝ 1/g_t², and a small relative error in τ becomes half as large a relative error in g_t.

The long-wavelength approximation is not a limitation at this level. The orbit has a size of order 1/(αZm), so kr is of order 10⁻⁵ and the first correction to the rate is of relative order (kr)², about 10⁻¹⁰. Hyperfine mixing with other electronic states has not been computed here. The splitting is 5×10⁻⁵ of the 1s binding energy, which suggests weak mixing, but this ratio is an estimate of scale and not a calculated correction. The omitted radiative correction to g_j, of order α/π ≈ 0.002, is already larger than the nuclear term 0.0005, so the last digits of g_t = 1.7286 serve only the arithmetic of this model. An external magnetic field would bring a different limitation: once its Zeeman energy is comparable with ΔE, states of equal M from the two levels mix strongly, F no longer labels them, and the single angular factor S must be replaced by strengths computed for the mixed levels.
